\section*{Critical current of a perpendicular macrospin under collinear damping-like torque}

\section{The question}

A small magnetic disk stores a bit in the direction of its moment, up or down along the disk normal. To keep the bit, the two directions must be separated by an energy barrier $E_b$ much larger than the thermal energy. To write the bit, electrons polarized by a fixed reference layer are sent through the disk. They deliver angular momentum, and if the current is large enough the moment reverses. Retention asks for a large barrier and writing for a small current. How are the two connected?

For an axially symmetric magnet that moves as one rigid moment, with no applied field and a purely damping-like torque whose spin polarization lies along the easy axis, the answer is a proportionality whose factor contains only the damping and the efficiency of the torque. It concerns the loss of stability without thermal help. Thermally assisted reversal below this current is a different question.

\section{Model, assumptions and conventions}

The algebra uses atomic units, $\hbar=e=1$, with $e>0$. The moment is $\mu\mathbf m$ with $|\mathbf m|=1$, and $S=\mu/\gamma$ is the total spin of the magnet, where $\gamma>0$ is the gyromagnetic ratio.

\paragraph{Assumptions.}
(A1) The magnet is a single macrospin.
(A2) Its energy is axially symmetric, with no applied field:
\begin{equation}
E(\mathbf m)=-E_b m_z^2,\qquad E_b>0. \label{energy}
\end{equation}
(A3) The initial state is near $+\hat{\mathbf z}$, and the polarization is collinear with the easy axis, $\mathbf p=-\hat{\mathbf z}$.
(A4) The current exerts a damping-like torque and no field-like torque.
(A5) There is no thermal noise during the motion. Temperature enters at most through a small initial tilt.

The name $E_b$ is justified by (\ref{energy}). Every path from $+\hat{\mathbf z}$ to $-\hat{\mathbf z}$ crosses the equator $m_z=0$, where $E=0$, and $E$ is nowhere higher. The barrier is therefore $0-(-E_b)=E_b$. The effective field is $-\nabla E/\mu=(2E_b/\mu)m_z\hat{\mathbf z}$, so the anisotropy field $B_k$ obeys $\mu B_k=2E_b$.

\paragraph{Equation of motion.} Precession in the effective field gives $-\gamma\,\mathbf m\times(-\nabla E/\mu)=\mathbf m\times\nabla E/S$. With Gilbert damping $\alpha>0$ and the spin torque,
\begin{equation}
\dot{\mathbf m}=\frac1S\,\mathbf m\times\nabla E+\alpha\,\mathbf m\times\dot{\mathbf m}
+\sigma\,\mathbf m\times(\mathbf p\times\mathbf m). \label{llg}
\end{equation}
The sign of the damping term is checked at $\sigma=0$. Take the cross product of $\mathbf m$ with (\ref{llg}), then the scalar product with $\dot{\mathbf m}$. The left side, $(\mathbf m\times\dot{\mathbf m})\cdot\dot{\mathbf m}$, vanishes identically, and $\mathbf m\cdot\dot{\mathbf m}=0$ simplifies the right side, so that $0=-\nabla E\cdot\dot{\mathbf m}/S-\alpha|\dot{\mathbf m}|^2$. Hence $\dot E=-\alpha S|\dot{\mathbf m}|^2\le0$, and the energy falls as it should.

\paragraph{Efficiency convention.} The vector $\mathbf p$ is the direction toward which a positive current drives $\mathbf m$. The magnet absorbs the part of the incoming polarization transverse to $\mathbf m$,
\begin{equation}
\mathbf m\times(\mathbf p\times\mathbf m)=\mathbf p-\mathbf m(\mathbf m\cdot\mathbf p). \label{transverse}
\end{equation}
Every spin is counted along its magnetic moment, which for electrons is opposite to the spin vector; the magnet then carries $S\mathbf m$. An electron carries spin $1/2$, and $I$ electrons arrive per unit time. The efficiency $\eta$ is defined by the deposited angular momentum per unit time, $(\eta I/2)\,\mathbf m\times(\mathbf p\times\mathbf m)$. Division by the total spin gives
\begin{equation}
\sigma=\frac{\eta I}{2S},\qquad \omega=\frac{2E_b}{S}, \label{rates}
\end{equation}
where $\omega=\gamma B_k$ is the precession frequency near the easy axis. With these symbols the first term of (\ref{llg}) is $-\omega m_z\,\mathbf m\times\hat{\mathbf z}$.

\section{The theorem}

\paragraph{Theorem.} Under (A1)--(A5):

(a) The state $\mathbf m=+\hat{\mathbf z}$ is linearly stable for $I<I_{c0}$ and unstable for $I>I_{c0}$, where
\begin{equation}
I_{c0}=\frac{4\alpha E_b}{\eta}\quad\text{(atomic units)},\qquad
I_{c0}=\frac{4e\alpha E_b}{\hbar\eta}. \label{main}
\end{equation}

(b) If $\eta$ does not depend on angle and $I>I_{c0}$, every initial tilt $0<\theta<\pi$ from $+\hat{\mathbf z}$ grows monotonically toward $\pi$. If $0<I<I_{c0}$, the cone $\cos\theta_*=I/I_{c0}$ separates the tilts that return from those that reverse.

\paragraph{Lemma 1 (linear motion).} Let $u=m_x+\mathrm i m_y$. To first order in $u$,
\begin{equation}
\dot u=\frac{(\sigma-\alpha\omega)+\mathrm i(\omega+\alpha\sigma)}{1+\alpha^2}\,u. \label{linear}
\end{equation}

\paragraph{Proof.} Near the pole $m_z=1$ up to second order. The three terms of (\ref{llg}) are, to first order:
\begin{align}
-\omega m_z\,\mathbf m\times\hat{\mathbf z}&=-\omega(m_y,-m_x,0)\ \to\ \mathrm i\omega u,\\
\alpha\,\mathbf m\times\dot{\mathbf m}&=\alpha(-\dot m_y,\dot m_x,0)\ \to\ \mathrm i\alpha\dot u,\\
\sigma[\mathbf p-\mathbf m(\mathbf m\cdot\mathbf p)]&=\sigma(-\hat{\mathbf z}+m_z\mathbf m)=\sigma(m_x,m_y,0)\ \to\ \sigma u.
\end{align}
The last line uses $\mathbf p=-\hat{\mathbf z}$; its positive sign is the destabilizing effect. Together, $(1-\mathrm i\alpha)\dot u=(\mathrm i\omega+\sigma)u$. Multiplying by $1+\mathrm i\alpha$ turns the left factor into $1+\alpha^2$ and the right one into
\begin{equation}
(1+\mathrm i\alpha)(\sigma+\mathrm i\omega)=\sigma-\alpha\omega+\mathrm i(\omega+\alpha\sigma),
\end{equation}
which is (\ref{linear}). $\square$

\paragraph{Proof of (a).} The modulus of $u$ grows at the rate
\begin{equation}
\Gamma=\frac{\sigma-\alpha\omega}{1+\alpha^2}. \label{gamma}
\end{equation}
Its sign changes at $\sigma=\alpha\omega$. The denominator is positive and does not move the zero, so the threshold has no $\alpha^2$ correction. Inserting (\ref{rates}),
\begin{equation}
\frac{\eta I_{c0}}{2S}=\alpha\,\frac{2E_b}{S}
\quad\Longrightarrow\quad I_{c0}=\frac{4\alpha E_b}{\eta}.
\end{equation}
An energy divided by $\hbar$ is a rate, and a rate times $e$ is a current, which restores the factor $e/\hbar$. $\square$

\paragraph{Remark 1 (why the size of the spin drops out).} Damping shrinks the precession cone at the rate $\alpha\omega$ and the current widens it at the rate $\sigma$. At a given barrier a larger total spin slows both in the same proportion. The balance is unchanged, although the reversal takes longer.

\paragraph{Remark 2 (other forms).} With $\mu B_k=2E_b$ the threshold reads $I_{c0}=2e\alpha\mu B_k/(\hbar\eta)$. If the efficiency is instead defined as the number $\eta'$ of whole units $\hbar$ delivered per electron, then $\eta'=\eta/2$ and $I_{c0}=2e\alpha E_b/(\hbar\eta')$. The prefactor has no meaning until this choice is stated.

\paragraph{Remark 3 (angle-dependent efficiency).} Let $\eta$ be a smooth function of $m_z$. In Lemma 1 it multiplies a term already of first order in $u$, so its value at the starting state enters (\ref{main}). The two writing directions may then have different thresholds.

\section{From instability to reversal}

Linear growth does not by itself show that the moment reaches the other pole. That needs the motion at every angle.

\paragraph{Lemma 2 (polar motion).} With polar angle $\theta$ from $+\hat{\mathbf z}$,
\begin{equation}
\dot\theta=\frac{\sin\theta\,(\sigma-\alpha\omega\cos\theta)}{1+\alpha^2}. \label{polar}
\end{equation}

\paragraph{Proof.} Use the unit vectors $\mathbf m,\hat{\boldsymbol\theta},\hat{\boldsymbol\phi}$, for which $\mathbf m\times\hat{\boldsymbol\theta}=\hat{\boldsymbol\phi}$ and $\mathbf m\times\hat{\boldsymbol\phi}=-\hat{\boldsymbol\theta}$. Then $\dot{\mathbf m}=\dot\theta\,\hat{\boldsymbol\theta}+\sin\theta\,\dot\phi\,\hat{\boldsymbol\phi}$ and $\hat{\mathbf z}=\cos\theta\,\mathbf m-\sin\theta\,\hat{\boldsymbol\theta}$. The precession term is $\omega\sin\theta\cos\theta\,\hat{\boldsymbol\phi}$. The transverse part of $\mathbf p=-\hat{\mathbf z}$ is $\sin\theta\,\hat{\boldsymbol\theta}$. The components of (\ref{llg}) are
\begin{align}
\dot\theta&=\sigma\sin\theta-\alpha\sin\theta\,\dot\phi,\\
\sin\theta\,\dot\phi&=\omega\sin\theta\cos\theta+\alpha\dot\theta.
\end{align}
Substituting the second into the first and collecting $\dot\theta$ gives (\ref{polar}). $\square$

\paragraph{Proof of (b).} Let $r=I/I_{c0}=\sigma/(\alpha\omega)$. The sign of $\dot\theta$ for $0<\theta<\pi$ is that of $r-\cos\theta$. For $r>1$ this is positive at every such angle, and the next zero of $\dot\theta$ is at $\theta=\pi$. For $0<r<1$ it is negative below $\theta_*$ and positive above, so small tilts decay and large ones reverse. $\square$

The final state is stable: with $\delta=\pi-\theta$ small, $\dot\delta=-\delta(\sigma+\alpha\omega)/(1+\alpha^2)$. For constant $\eta$ and $|I|>I_{c0}$, the sign of the current thus selects the final direction of a tilted moment, which is the sense in which the switching is deterministic. If $\eta$ varies with angle, the bracket in (\ref{polar}) is proportional to $\eta(\theta)I-\eta(0)I_{c0}\cos\theta$. Completion above threshold is then guaranteed if $\eta(\theta)$ is positive and not less than $\eta(0)\cos\theta$.

\paragraph{Remark 4 (the seed).} At $\theta=0$ the torque vanishes, however large the current. A collinear geometry needs an initial tilt. With a finite tilt $\theta_0<\pi/2$, reversal already occurs for $r>\cos\theta_0$, which is slightly below one when the tilt is small. The current $I_{c0}$ is the threshold for an infinitesimal tilt.

\paragraph{Corollary (time to the equator).} Let $r>1$, let $\eta$ be constant, and let $c=\cos\theta$ start at $c_0>0$. Then
\begin{align}
t&=\frac{1+\alpha^2}{\alpha\omega}\,[F(c_0)-F(0)], \label{time}\\
F(c)&=-\frac{\ln(1-c)}{2(r-1)}+\frac{\ln(1+c)}{2(r+1)}+\frac{\ln(r-c)}{r^2-1}.
\end{align}

\paragraph{Proof.} From $\dot c=-\sin\theta\,\dot\theta$ and (\ref{polar}),
\begin{equation}
\dot c=-\frac{\alpha\omega}{1+\alpha^2}(1-c^2)(r-c).
\end{equation}
The time is therefore $(1+\alpha^2)/(\alpha\omega)$ times the integral of $1/[(1-c^2)(r-c)]$ from $0$ to $c_0$. Evaluating the residual factors at $c=1$, $c=-1$ and $c=r$ gives
\begin{equation}
\frac1{(1-c^2)(r-c)}=\frac{1}{2(r-1)(1-c)}+\frac{1}{2(r+1)(1+c)}-\frac{1}{(r^2-1)(r-c)}.
\end{equation}
Integration term by term yields $F$. $\square$

For small $\theta_0$, $1-c_0\approx\theta_0^2/2$, and the first term of $F(c_0)$ becomes $\ln(\sqrt2/\theta_0)/(r-1)$. The time grows logarithmically as the seed shrinks, because most of it is spent amplifying a small cone.

\section{A worked example}

Take round model parameters: a disk of diameter $300$ \AA\ and thickness $10$ \AA, moment density $0.1\,\mu_B/\text{\AA}^3$, $g=2$, effective anisotropy density $2\times10^{-6}$ eV/\AA$^3$, $\alpha=0.01$ and $\eta=0.5$. The volume is $7.069\times10^5$ \AA$^3$, so
\begin{align}
E_b&=2\times10^{-6}\times7.069\times10^5=1.414\ \text{eV},\\
S&=\frac{0.1\times7.069\times10^5}{2}\,\hbar=3.534\times10^4\,\hbar,\\
\frac{\hbar I_{c0}}{e}&=\frac{4\times0.01\times1.414}{0.5}=0.1131\ \text{eV}.
\end{align}
The last value corresponds to $27.5$ microamperes. The barrier is $54.7$ times the thermal energy at $300$ K. This is the barrier for rigid rotation, and for a typical exchange stiffness a disk of this size is already somewhat beyond that picture. A straight domain wall across the diameter $D$ of a disk of thickness $t_d$ costs about $4\sqrt{AK}\,Dt_d$, where $A$ is the exchange stiffness and $K$ the anisotropy density. For $A=6.24\times10^{-3}$ eV/\AA\ ($10^{-11}$ J/m) this is $1.34$ eV. The wall width $\pi\sqrt{A/K}\approx175$ \AA\ is not small compared with $D$, so the value is a rough estimate. Relaxing a one-dimensional profile across the disk, with exchange and anisotropy only, puts a central wall at about $1.22$ eV, or $47$ times the thermal energy, some $14$ per cent below $E_b$. For this stiffness the retention barrier is therefore expected to lie below $E_b$, and the example illustrates the macrospin model rather than a real disk. The threshold energy $\hbar I_{c0}/e$ is only $4\alpha/\eta=0.08$ of the barrier, since the current has to overcome damping and not the anisotropy torque itself.

The precession energy is $\hbar\omega=2\times1.414/(3.534\times10^4)=8.00\times10^{-5}$ eV. At $I=2I_{c0}$, equation (\ref{gamma}) gives $\hbar\Gamma\approx\alpha\hbar\omega=8.0\times10^{-7}$ eV. The cone initially widens by about one per cent per radian of precession.

For an initial tilt of $0.1$ rad and $r=2$, $F(c_0)=2.766$ and $F(0)=(\ln2)/3=0.231$. Hence
\begin{equation}
t\approx\frac{2.766-0.231}{0.01\times8.00\times10^{-5}}\,\frac{\hbar}{\text{eV}}
=3.17\times10^6\,\frac{\hbar}{\text{eV}},
\end{equation}
which is $2.09$ ns. The chosen tilt is of thermal size. Near the pole $E+E_b=E_b(m_x^2+m_y^2)$, and classical equipartition gives this sum the mean value $k_BT$. The root-mean-square tilt is then $1/\sqrt{54.7}=0.14$ rad at $300$ K. The value above belongs to one tilt and to noise-free motion, (A5). At $300$ K that assumption is rough: in the linear stage, noise during the growth adds $k_BT/[E_b(r-1)]$ to the mean-square seed, which at $r=2$ equals the thermal mean-square tilt itself. With noise, the same tilt of $0.1$ rad gives a mean time of about $1.9$ ns with a standard deviation of about $0.5$ ns, and the mean over a thermal start falls from about $2.1$ to $1.8$ ns.

The number of electrons that pass before the equator is reached is $It/e=0.2262\times3.17\times10^6=7.2\times10^5$. If each delivered the full $\eta\hbar/2=0.25\,\hbar$ along the axis, about $1.4\times10^5$ would suffice to remove the spin $S$. More are needed because the axial part of the deposited spin carries the factor $\sin^2\theta$, small at the start, and because damping opposes the motion.

Direct integration of (\ref{llg}) agrees with (\ref{time}) within the tested relative tolerance of $10^{-5}$. At $0.8I_{c0}$ the separating cone lies at $\arccos0.8=0.6435$ rad, and the same initial tilt decays. Thresholds obtained from eigenvalues of the numerically linearized motion were tested against (\ref{main}) for damping up to $0.3$. With the model efficiency $0.6/(1+0.3m_z)$, the value at the start is $0.4615$ and the threshold is $0.1225$ eV, as Remark 3 requires. The numerical output follows the text.

\section{Where the barrier relation changes}

Each case below alters one assumption. The first two keep the collinear polarization, and the third gives it up.

\paragraph{Collinear field.} Let a field $hB_k$ act along $+\hat{\mathbf z}$, with $|h|<1$. The energy is
\begin{equation}
E=-E_b(m_z^2+2hm_z)=E_b[h^2-(m_z+h)^2].
\end{equation}
Near the pole $\nabla E=-2E_b(1+h)\hat{\mathbf z}$, so $\omega$ and the threshold are multiplied by $1+h$. The maximum of $E$ is $E_bh^2$, at $m_z=-h$, and the barrier from $m_z=1$ is $E_b(1+h)^2$. For $h=0.25$ the two factors are $1.25$ and $1.5625$. The current follows the square root of the field-dependent barrier, so (\ref{main}) must be used with the zero-field $E_b$ and the factor $1+h$. A field-like torque proportional to $\mathbf m\times\mathbf p$ acts as a collinear field proportional to the current and shifts the threshold in the same way.

\paragraph{Broken axial symmetry.} Add $dE_bm_x^2$ with $d>0$, which makes $x$ a hard axis. The gradient gains $2dE_bm_x\hat{\mathbf x}$, and the linear equations become
\begin{align}
\dot m_x+\alpha\dot m_y&=\sigma m_x-\omega m_y,\\
\dot m_y-\alpha\dot m_x&=\omega(1+d)m_x+\sigma m_y.
\end{align}
Solved for the velocities, they have a matrix with
\begin{equation}
\mathrm{tr}=\frac{2\sigma-\alpha\omega(2+d)}{1+\alpha^2},\qquad
\det=\frac{\sigma^2+\omega^2(1+d)}{1+\alpha^2}>0.
\end{equation}
With a positive determinant, stability is lost when the trace changes sign, at $\sigma=\alpha\omega(1+d/2)$. The barrier remains $E_b$: on the equator $E=dE_bm_x^2\ge0$, and the path through $\pm\hat{\mathbf y}$ never rises above zero. For $d=1$ this threshold is $1.5$ times larger at the same barrier. It marks the loss of stability, not always reversal: with a strong hard axis, such as $d=10$, the moment can settle into steady precession just above it, and reversal needs a larger current. The precession is elliptical and is forced to explore the hard direction, which the lowest path over the barrier avoids.

\paragraph{Polarization perpendicular to the easy axis.} Let $\mathbf p=\hat{\mathbf y}$ in the axial magnet. An equilibrium has $\dot{\mathbf m}=0$, and the $y$ component of (\ref{llg}) then requires
\begin{equation}
\omega m_xm_z+\sigma(1-m_y^2)=0. \label{perp}
\end{equation}
Because $m_x^2+m_z^2=1-m_y^2$, the product obeys $|m_xm_z|\le(1-m_y^2)/2$. Equilibria other than $\pm\mathbf p$ therefore require $\sigma\le\omega/2$, that is
\begin{equation}
I\le\frac{2E_b}{\eta}=\frac{I_{c0}}{2\alpha}.
\end{equation}
Up to this limit there is a tilted equilibrium in the $xz$ plane with $\sin2\theta=-2\sigma/\omega$. It was tested to be linearly stable at $0.98$ of the limit for $\alpha=0.01$ and $0.1$. In the example the limit is $5.65$ eV, fifty times the collinear threshold at the same $\eta$. The ratio does not carry over to spin-orbit-torque devices, where the current flows in an adjacent layer and the spin delivered per electron depends on the spin Hall angle and the geometry.

The mechanism is different. Here the torque competes with the anisotropy torque itself, and $\alpha$ does not enter; in the collinear case it competes with damping, cycle after cycle. The limit concerns equilibria, as for a slowly raised current; a sudden step is not covered. The state $+\mathbf p$ toward which the torque pushes lies on the equator. A rotation by $\pi$ about $\hat{\mathbf y}$ leaves the equation of motion and this state unchanged but exchanges up and down, so this torque alone does not select the final bit.

\paragraph{Nonuniform motion.} If parts of the disk move separately, (A1) fails. The lowest barrier and the first unstable mode may then involve different magnetization patterns, and the proof gives no relation between them.

\section*{Values computed for the example and the checks}
\begin{verbatim}
disk diameter: 300 angstrom
disk thickness: 10 angstrom
moment density: 0.1 mu_B/angstrom^3
anisotropy density: 2.0e-06 eV/angstrom^3
g factor: 2
damping alpha: 0.01
efficiency eta: 0.5
initial tilt: 0.1 rad
volume: 7.0686e+05 angstrom^3
total spin S: 3.5343e+04 hbar
barrier E_b: 1.4137 eV
thermal energy at 300 K: 0.02585 eV
barrier / thermal energy: 54.7
moment times anisotropy field: 2.8274 eV
hbar*omega: 8.0000e-05 eV
threshold hbar*I_c0/e, formula: 0.113097 eV
threshold hbar*I_c0/e, eigenvalues: 0.113097 eV
threshold I_c0: 27.53 microampere
hbar*growth rate at 2 I_c0: 7.9992e-07 eV
hbar*precession frequency at 2 I_c0: 8.0008e-05 eV
separating cone angle at 0.8 I_c0: 0.6435 rad
time to equator at 2 I_c0, formula: 3.16944e+06 hbar/eV
time to equator at 2 I_c0, integration: 3.16944e+06 hbar/eV
time to equator at 2 I_c0: 2.086 ns
final m_z, run at 2 I_c0: -1.00000
final m_z, run at 0.8 I_c0: 0.99959
varying eta, value at start: 0.4615
varying eta, threshold hbar*I/e: 0.122522 eV
field h = 0.25, threshold ratio: 1.2500
field h = 0.25, barrier ratio: 1.5625
hard axis d = 1, threshold ratio: 1.5000
hard axis d = 1, barrier ratio: 1.0000
perpendicular p, limit hbar*I/e: 5.6549 eV
perpendicular limit / collinear threshold: 50.0
\end{verbatim}
